# Square-Root Growth of the CID Correlation Energy for Noninteracting Si-H Bonds

## 1. Definitions and conventions

Consider $N$ identical Si-H bonds that do not interact. Bond $b$ has two real, orthonormal orbitals: a bonding orbital $s_b$ and an antibonding orbital $a_b$. In the Hartree-Fock reference $|0\rangle$ every $s_b$ holds two electrons and every $a_b$ is empty. The Hamiltonian is a sum over bonds, $H=\sum_b H_b$, and each $H_b$ conserves the number of electrons on its bond.

Within one bond, $h_{pq}$ is the one-electron matrix, and the repulsion integrals are

$$(pq|rs)=\frac{e^2}{4\pi\varepsilon_0}\iint\frac{p(\mathbf r)q(\mathbf r)\,r(\mathbf r')s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' ,$$

where the letters in the integrand name orbitals. We write $J_{ss}=(ss|ss)$ and $J_{aa}=(aa|aa)$. Energies are measured from that of $|0\rangle$, so a calculated ground-state energy is a correlation energy and is negative.

Let $|D_b\rangle$ be the state in which both electrons of bond $b$ have moved from $s_b$ to $a_b$. Two numbers describe this pair excitation:

$$2D=(2h_{aa}+J_{aa})-(2h_{ss}+J_{ss}),\qquad K=\langle 0|H|D_b\rangle=(sa|sa).$$

The first is its energy; we assume $D>0$. The second is its coupling to the reference. $K$ is positive because it is twice the electrostatic self-energy of the real charge distribution $e\,s(\mathbf r)a(\mathbf r)$.

CID means configuration interaction in the space of $|0\rangle$ and all double excitations. Its energy is $E_N$. "Two-level" here means two configurations per bond, $s^2$ and $a^2$. A polar bond also has a singlet with one electron in each orbital. CID excludes single excitations, so $E_N$ does not depend on that state, but the full energy of a bond does (Section 7).

## 2. One bond

In the basis $\{|s^2\rangle,|a^2\rangle\}$ the matrix and its characteristic equation are

$$\begin{pmatrix}0&K\\K&2D\end{pmatrix},\qquad e(e-2D)=K^2 .$$

Completing the square gives $(e-D)^2=D^2+K^2$, and the lower root is

$$e_1=D-\sqrt{D^2+K^2}.$$

Since the bonds are independent, the exact energy in the space of pair excitations is $Ne_1$. This is the standard against which CID is measured.

## 3. Many bonds: which doubles matter

A double excitation of the whole system belongs to one of three classes.

1. Both electrons are excited within one bond: the states $|D_b\rangle$.
2. Two bonds $b$ and $c$ each keep two electrons, but each has one of them in its antibonding orbital. Such a state is a product $|x_b x_c\rangle$, or a sum of such products, with $x$ a singlet or triplet single excitation.
3. The electron number of at least one bond has changed.

Class 3 decouples because $H$ conserves each bond's electron number. For class 2, each term of $H$ acts on one bond and leaves an overlap on the other:

$$\langle 0_b0_c|H_b+H_c|x_bx_c\rangle=\langle0_b|H_b|x_b\rangle\langle0_c|x_c\rangle+\langle0_b|x_b\rangle\langle0_c|H_c|x_c\rangle=0 .$$

The same argument applies to $\langle D_b0_c|H|x_bx_c\rangle$, since $D_b$ is orthogonal to $x_b$ and $0_c$ to $x_c$. Class 2 therefore decouples as well. We take the decoupled states to lie above $E_N$, as they do in the example below.

There remain $|0\rangle$ and the $N$ states $|D_b\rangle$. Two different pair states do not couple, because they differ on two bonds. Define the normalized symmetric combination

$$|P\rangle=\frac1{\sqrt N}\sum_{b=1}^N|D_b\rangle .$$

Its coupling to the reference is a sum of $N$ equal terms divided by $\sqrt N$:

$$\langle0|H|P\rangle=\frac{NK}{\sqrt N}=K\sqrt N,\qquad \langle P|H|P\rangle=2D .$$

The other $N-1$ orthogonal combinations have coefficients that sum to zero, so they do not couple to $|0\rangle$. The problem is again a $2\times2$ matrix, with $K$ replaced by $K\sqrt N$:

$$\boxed{E_N=D-\sqrt{D^2+NK^2}}$$

## 4. The two regimes

Set $x=K\sqrt N$ and $R=\sqrt{D^2+x^2}$, so that $E_N=D-R$. Clearly $R\ge x$. Also $(D+x)^2=D^2+x^2+2Dx\ge R^2$, so $R\le D+x$. Hence

$$-K\sqrt N\;\le\;E_N\;\le\;-K\sqrt N+D .$$

Dividing by $\sqrt N$ and letting $N\to\infty$ gives $E_N/\sqrt N\to-K$: this is the square-root law. For $x\gg D$, expanding $R=x\sqrt{1+D^2/x^2}$ gives

$$E_N=-K\sqrt N+D-\frac{D^2}{2K\sqrt N}+\dots$$

The correction $D$ is small beside the leading term only if $N\gg(D/K)^2$. In the opposite regime, $N\ll(D/K)^2$, we expand $R=D\sqrt{1+x^2/D^2}$:

$$E_N=-\frac{NK^2}{2D}+\frac{N^2K^4}{8D^3}-\dots$$

Here the energy is nearly proportional to $N$. The second term is the first sign of failure: it is positive and quadratic in $N$, whereas the corresponding term of $Ne_1$ is $+NK^4/(8D^3)$.

**Local exponent.** Write the CID state as $c_0|0\rangle+c_P|P\rangle$. The first row of the eigenvalue equation, $xc_P=E_Nc_0$, gives the weight of the reference:

$$w=c_0^2=\frac{1}{1+E_N^2/x^2}=\frac{x^2}{x^2+E_N^2}.$$

Insert $x^2=(R-D)(R+D)$ and $E_N^2=(R-D)^2$, and cancel $R-D$:

$$w=\frac{R+D}{(R+D)+(R-D)}=\frac12\left(1+\frac DR\right).$$

The local exponent follows from $|E_N|=R-D$ and $dR/dN=K^2/(2R)$:

$$\frac{d\ln|E_N|}{d\ln N}=\frac{NK^2}{2R(R-D)}=\frac{R+D}{2R}=w .$$

The exponent of growth equals the reference weight. Both fall towards $1/2$ as $N$ grows.

**Recovered fraction.** From $R-D=x^2/(R+D)$ we have $|E_N|=NK^2/(R+D)$. With $R_1=\sqrt{D^2+K^2}$, likewise $|e_1|=K^2/(R_1+D)$. Therefore

$$f=\frac{E_N}{Ne_1}=\frac{R_1+D}{R+D}.$$

Half the pair energy is recovered when $R=2R_1+D$. Then $NK^2=R^2-D^2=4R_1^2+4R_1D$, so

$$N_{1/2}=\frac{4R_1(R_1+D)}{K^2},$$

which is about $8(D/K)^2$ when $D\gg K$.

## 5. Why the energy is lost

Let $P_b^\dagger$ move the electron pair of bond $b$ from $s_b$ to $a_b$. The exact state in the pair space is a product,

$$|\Psi\rangle=\prod_b(1+tP_b^\dagger)|0\rangle,\qquad t=\frac{e_1}{K}.$$

The value of $t$ comes from the first row of the one-bond problem, $Kt=e_1$. The product contains two simultaneous pair excitations with amplitude $t^2$, three with $t^3$, and so on.

Project $H|\Psi\rangle=E|\Psi\rangle$ on $|D_b\rangle$. This state couples to the reference, to itself, and to the $N-1$ quadruple excitations in which a second bond is also excited. With $E=NKt$,

$$K+2Dt+(N-1)Kt^2=NKt\cdot t .$$

The quadruples cancel all but one of the $N$ terms on the right. What remains, $K+2Dt=Kt^2$, is the one-bond equation and does not contain $N$.

CID has no quadruples. Its amplitude $d$ per bond obeys $K+2Dd=E_Nd$, so

$$d=-\frac{K}{2D+|E_N|},\qquad\text{whereas}\qquad t=-\frac{K}{2D+|e_1|}.$$

In CID, while one bond is excited no other bond can be. Exciting a bond thus costs the correlation energy of the whole system, not just that bond's own. The amplitude falls as $d=E_N/(NK)\to-1/\sqrt N$, and the energy $NKd$ grows as $\sqrt N$.

Since $(P_b^\dagger)^2=0$, the product can also be written $\exp(t\sum_bP_b^\dagger)|0\rangle$. This is the coupled-cluster form: one doubles amplitude generates all the products, and the energy is additive.

## 6. Adding quadruples

Let $|Q\rangle$ be the normalized sum of the $N(N-1)/2$ states with two excited bonds. Each couples to two of the $|D_b\rangle$, so

$$\langle P|H|Q\rangle=\frac{2K\,N(N-1)/2}{\sqrt N\sqrt{N(N-1)/2}}=K\sqrt{2(N-1)} .$$

In the basis $|0\rangle,|P\rangle,|Q\rangle$ the diagonal is $0,2D,4D$. If $D=0$, the characteristic equation is $E^3=E\,[NK^2+2(N-1)K^2]$, and the lowest root is $-K\sqrt{3N-2}$. A positive $D$ adds a diagonal matrix with entries between $0$ and $4D$, which raises the lowest root by at most $4D$. The leading term is therefore $-\sqrt3K\sqrt N$. Quadruples improve the prefactor, but the power of $N$ stays $1/2$.

## 7. Single excitations in a polar bond

Let $|x\rangle$ be the singlet with one electron in $s$ and one in $a$, and $E_S$ its energy. Its couplings are

$$\langle s^2|H|x\rangle=\sqrt2\,[h_{sa}+(sa|ss)],\qquad \langle a^2|H|x\rangle=\sqrt2\,[h_{sa}+(sa|aa)] .$$

The first bracket is the Fock matrix element between $s$ and $a$, which vanishes for Hartree-Fock orbitals (Brillouin's theorem). Eliminating $h_{sa}$ from the second gives

$$G=\langle a^2|H|x\rangle=\sqrt2\,[(sa|aa)-(sa|ss)] .$$

In a bond with inversion symmetry $sa$ is odd and $G=0$. In Si-H it is not zero.

With singles included (CISD), the class 2 doubles still decouple: their link to a single excitation contains $\langle0_c|H_c|x_c\rangle$, which is zero by Brillouin's theorem for a singlet and by spin for a triplet. The symmetric problem, in the order reference, singles, pairs, is

$$\begin{pmatrix}0&0&K\sqrt N\\0&E_S&G\\K\sqrt N&G&2D\end{pmatrix}.$$

Only the coupling $K\sqrt N$ grows with $N$. It alone would give the lowest root $-K\sqrt N$, and the other entries shift this by a bounded amount. CISD follows the same square-root law.

## 8. The Davidson correction

This correction adds $(1-w)E_N$ as an estimate of the missing quadruples. For $x\ll D$, $1-w=(R-D)/(2R)\approx x^2/(4D^2)$ and $E_N\approx-x^2/(2D)$, so

$$(1-w)E_N\approx-\frac{N^2K^4}{8D^3}.$$

This cancels the quadratic error of Section 4. Since $Ne_1$ contains $+NK^4/(8D^3)$, the corrected energy is too low by that amount at this order. Without the correction the error is $+N(N-1)K^4/(8D^3)$, so at this order the correction reduces the size of the error for $N>2$. At $N=2$ it reverses the sign and leaves the size the same at this order; higher orders reduce it slightly. At $N=1$, where CID is exact in the pair space, it introduces an error. For large $N$, $w\to1/2$ and the leading term of the corrected energy is $-\tfrac32K\sqrt N$, so this form of the correction fails for many bonds. The failure depends on the form. With the factor $(1-w)/(2w-1)$ in place of $1-w$, the corrected energy is $E_N\,w/(2w-1)$; since $2w-1=D/R$, this equals $-(R-D)(R+D)/(2D)=-NK^2/(2D)$. In this model that variant is linear in $N$, though it still differs from $Ne_1$ by about $-NK^4/(8D^3)$.

## 9. Worked example: the bond of silane

Silane, SiH$_4$, is a precursor for silicon deposition. RHF/STO-3G at a rough bond length of 0.148 nm gives four occupied valence orbitals and four virtual ones. Mixing each set within itself leaves the Hartree-Fock state unchanged and yields four equivalent bonds and antibonds. One bond, in the fixed mean field of the rest of the molecule, has

$$D=18.002\ \text{eV},\qquad K=3.816\ \text{eV},\qquad (D/K)^2=22.3 .$$

Then $R_1=\sqrt{18.002^2+3.816^2}=18.402$ eV and $e_1=18.002-18.402=-0.400$ eV. For four bonds, $R=\sqrt{18.002^2+4\times3.816^2}=19.553$ eV and $E_4=-1.551$ eV. Diagonalizing the full determinant matrix with every double excitation of four such bonds gives the same value, $-1.55086$ eV. This tests the decoupling of Section 3.

The table holds the bond parameters fixed. The counts 4, 6 and 12 are the Si-H bonds of silane, disilane and neopentasilane. The count 678 is for a 10 nm square of Si(001) with one hydrogen per surface atom: $2(10/0.543)^2$, with a rough lattice constant in nm. These are sets of independent bonds, not calculations on those molecules or that surface.

| $N$ | $E_N$ (eV) | $Ne_1$ (eV) | $w$ | $f$ |
|---|---|---|---|---|
| 4 | −1.551 | −1.600 | 0.960 | 0.969 |
| 6 | −2.282 | −2.400 | 0.944 | 0.951 |
| 12 | −4.332 | −4.800 | 0.903 | 0.903 |
| 678 | −83.0 | −271.2 | 0.589 | 0.306 |
| $10^4$ | −364.0 | −3999.7 | 0.524 | 0.091 |

The precursor counts lie below the crossover, with local exponents of 0.90 to 0.96, although at $N=12$ the linear term, $-4.85$ eV, already misses $E_N$ by 12%. Half recovery comes at $N_{1/2}=184$. Even at 678 bonds the leading term, $-99.4$ eV, is larger in magnitude than $E_N$ by 16.4 eV, close to the correction $D-D^2/(2K\sqrt N)=16.4$ eV. At $10^4$ bonds the difference is 4.6% of the leading term.

The number of excited pairs shows the cause. In the exact state at $N=678$ it is $Nt^2/(1+t^2)=678\times0.010987/1.010987=7.4$ on average. In CID it is $1-w=0.41$ for the whole system.

At 678 bonds, quadruples bring the energy to $-133.7$ eV and the Davidson correction to $-117.1$ eV, both far from $-271.2$ eV. At $N=4$ they give $-1.599$ and $-1.612$ eV; the latter overshoots the exact $-1.600$ eV, with the sign Section 8 predicts (0.012 eV against the leading-order estimate of 0.018 eV). With these parameters the overshoot turns into an undershoot from $N=9$. Singles change one bond's energy only from $-0.39997$ to $-0.40056$ eV.

## 10. The model beside real silane

The bonds of a real silane molecule do interact. The integral $(s_1a_1|s_2a_2)$ between two of them is 0.44 eV. Full configuration interaction of the valence electrons in the same basis gives $-1.920$ eV, against $4e_1=-1.600$ eV, so the independent-pair model misses 17% of the full value. Sorted by the double excitations that couple to the reference, the full value contains $-1.647$ eV from $s_b^2\to a_b^2$, $-0.094$ eV from one bond's pair going to other antibonds, and $-0.179$ eV from electrons of two different bonds. The minimal basis is a larger limitation: valence CCSD in cc-pVDZ gives $-4.01$ eV, itself without core correlation, connected triples or a complete basis. The model's $E_S=21.1$ eV is also far above the onset of silane's optical absorption, roughly 8 to 9 eV; it belongs to a localized configuration in a minimal basis, and most of the gap comes from the basis: the lowest CIS singlet of the molecule is 18.1 eV in STO-3G and 9.8 eV in aug-cc-pVDZ. The values of $(D/K)^2$ and $N_{1/2}$ are therefore those of this model, not constants of the material. In cc-pVDZ, with the leading pair natural orbital of the bond taken as the antibond, they become about 28 and 230, and the two configurations give only $-0.345$ eV of an intrabond pair energy of $-0.80$ eV.

The failure itself survives the interactions. For two silane molecules 50 nm apart, valence CISD in STO-3G gives $-3.522$ eV, while twice the single-molecule value is $2\times(-1.8415)=-3.683$ eV. The error is 0.161 eV; the model predicts $E_8-2E_4=0.114$ eV. For CCSD it is below $10^{-4}$ eV. For many distant silane molecules in STO-3G, valence CISD follows the square-root law with a prefactor of 4.17 eV in place of $K=3.82$ eV, and it recovers half of the full valence energy at about 150 bonds in place of 184. At a deposition temperature of 900 K, $k_BT=0.078$ eV. The CISD error is far from converged in the basis: it is 0.21 eV in 6-31G and 0.47 eV in cc-pVDZ. If it entered a reaction barrier in full, it would change the Boltzmann factor by $\exp(0.161/0.0776)\approx8$ with the STO-3G value and by about 400 with the cc-pVDZ value. This happens when a system treated as a whole is compared with fragments computed separately; if both sides are computed as one system of the same size, most of the additivity error cancels, but the correlation part of the energy difference is progressively lost. For SiH$_4\to$ SiH$_2$ + H$_2$ in STO-3G at rough geometries that part is $-0.10$ eV; with 1 and 10 distant spectator silanes on both sides, CISD is in error by 0.04 and 0.09 eV, against additivity errors of 0.16 and 5.3 eV.

The parameters also depend on the bond length, which varies as the nuclei vibrate. A harmonic stretch of roughly 2200 cm$^{-1}$ has an rms amplitude of 0.009 nm at 900 K. Nearly all of this is zero-point motion: temperature raises the amplitude only by the factor $\sqrt{\coth(\hbar\omega/2k_BT)}\approx1.03$. Shortening or lengthening all four bonds by this amount changes $e_1$ to $-0.346$ or $-0.464$ eV, and $(D/K)^2$ to 28.5 or 17.3. Thermal electronic excitation of the silane molecule is negligible: its lowest CIS triplet is 8.8 eV in aug-cc-pVDZ, and even 8 eV gives a Boltzmann factor of about $10^{-45}$. This does not carry over to a silicon substrate, whose gap is about 1 eV. The remaining values are in the numerical output.

## Numbers as computed

```
Silane RHF/STO-3G, Si-H length (rough): 0.148 nm
Half pair-excitation energy D: 18.0018 eV
Pair-excitation energy 2D: 36.0036 eV
Exchange coupling K: 3.8158 eV
Ratio D/K: 4.7177
Crossover number (D/K)^2: 22.26
Number of bonds at half recovery: 184.0
Pair energy of one bond e1: -0.39997 eV
Pair amplitude t = e1/K: -0.10482; t^2: 0.010987
All-doubles determinant CID, N=1: -0.39997 eV
All-doubles determinant CID, N=2: -0.79143 eV
All-doubles determinant CID, N=3: -1.17490 eV
All-doubles determinant CID, N=4: -1.55086 eV
Si(001) lattice constant (rough): 0.543 nm; side: 10 nm
Monohydride Si-H bonds on this square: 678
Energies in eV; w = reference weight = local exponent; f = CID/exact
N | CID | exact pair | -K sqrt(N) | w | f
1 | -0.4000 | -0.4000 | -3.8158 | 0.9891 | 1.0000
4 | -1.5509 | -1.5999 | -7.6316 | 0.9603 | 0.9694
6 | -2.2819 | -2.3998 | -9.3468 | 0.9438 | 0.9508
12 | -4.3318 | -4.7997 | -13.2183 | 0.9030 | 0.9025
100 | -24.1895 | -39.9971 | -38.1580 | 0.7133 | 0.6048
678 | -82.9734 | -271.1806 | -99.3576 | 0.5891 | 0.3060
10000 | -364.0031 | -3999.7137 | -381.5805 | 0.5236 | 0.0910
1000000 | -3797.8456 | -399971.3685 | -3815.8049 | 0.5024 | 0.0095
N | CISD | CID+quadruples | CID+Davidson, all in eV
4 | -1.5529 | -1.5993 | -1.6124
12 | -4.3362 | -4.7733 | -4.7519
678 | -82.9780 | -133.6860 | -117.0639
1000000 | -3797.8457 | -6567.2516 | -5687.8099
Singlet single excitation E_S: 21.1488 eV
Singles-pair coupling G: -1.0789 eV
Full energy of one bond with singles: -0.40056 eV
Coupling (s1 a1|s2 a2) of two bonds in silane: 0.4390 eV
Four isolated bonds, 4 e1: -1.5999 eV
Silane valence full CI, STO-3G: -1.9200 eV
Silane valence CCSD, cc-pVDZ: -4.0097 eV
Silane valence CISD, STO-3G: -1.8415 eV
Two distant silanes, CISD: -3.5220 eV
CISD additivity error: 0.1610 eV
CCSD additivity error below 1e-4 eV: True
Model CID additivity error, E_8 - 2 E_4: 0.1143 eV
Temperature: 900 K; kT: 0.0776 eV
Stretch wavenumber (rough): 2200 cm^-1; rms amplitude: 0.00918 nm
All bonds at 0.1388 nm: D 19.8965 eV, K 3.7248 eV, e1 -0.34566 eV
All bonds at 0.1572 nm: D 16.2530 eV, K 3.9108 eV, e1 -0.46389 eV
Triplet excitation E_T: 13.5172 eV; log10 exp(-E_T/kT): -75.7
```
